# What sets the fields in a two-layer anodic oxide?

## Question

I am modelling an anodic oxide on tungsten, grown in phosphoric acid at a steady 1 mA/cm². I treat it as two layers: a purer inner one (20 nm, relative permittivity 40) and an electrolyte-modified outer one (10 nm, relative permittivity 25). The oxide voltage is 15.9 V.

I required $\varepsilon_1E_1=\varepsilon_2E_2$ and obtained about 4.4 MV/cm inside and 7.1 MV/cm outside. A colleague objects that an ionic current is flowing, so the permittivities should not set the fields. But doesn't Gauss's law require the normal displacement to be continuous?

## Answer

Gauss's law requires that only if the interface carries no free charge. Under a steady ionic current you cannot assume this; the charge has to be calculated.

### The two interface conditions

Let $x$ and the field $E$ point from the metal to the electrolyte, with layer 1 inside. Take planar, uniform layers with neutral interiors, linear permittivities and negligible electronic current. A thin Gaussian box around the interface gives

$$\varepsilon_2E_2-\varepsilon_1E_1=\sigma ,$$

where $\sigma$ is the free charge per area. Current $j_1$ brings charge to the interface and $j_2$ removes it, so

$$\frac{d\sigma}{dt}=j_1(E_1)-j_2(E_2).$$

In steady state the left side is zero and $j_1(E_1)=j_2(E_2)=j$. This fixes the fields. Gauss's law then tells you $\sigma$.

### The fields from the conduction law

Let an ion of charge $q$ hop over a barrier $W_k$ whose top lies a distance $a_k$ from the starting site. The field lowers the forward barrier by $qa_kE_k$ and raises the backward one equally. With a common prefactor $J_0$ and $B_k=qa_k/kT$,

$$j_k=J_0e^{-W_k/kT}\left(e^{B_kE_k}-e^{-B_kE_k}\right)=2J_0e^{-W_k/kT}\sinh(B_kE_k).$$

The ratio of backward to forward hops is $e^{-2B_kE_k}$, at most about $10^{-20}$ at the steady fields for 1 mA/cm² found below. Dropping the backward term and taking the logarithm,

$$\ln\frac{j}{J_0}=\frac{qa_kE_k-W_k}{kT}
\quad\Rightarrow\quad
E_k=\frac{W_k-kT\ln(J_0/j)}{qa_k}.$$

No permittivity appears. If a microscopic theory made $a_k$ or $W_k$ depend on permittivity, it would enter through the conduction law, and the result could then resemble your rule. For equal barriers $E_2/E_1=qa_1/qa_2$: an effective $qa_k$ proportional to $\varepsilon_k$ gives $\varepsilon_1E_1=\varepsilon_2E_2$ at every current, and one proportional to the relative permittivity plus 2 (a Lorentz local field) gives $42/27=1.56$, close to 1.6. That agreement would come from the kinetics, not from Gauss's law.

For numbers I choose round parameters: ion charge $6e$, $a_1=0.20$ nm, $a_2=0.18$ nm, $W_1=1.25$ eV, $W_2=1.30$ eV, $J_0=10^8$ A/cm² and 300 K. Then $kT\ln(J_0/j)=0.02585\times\ln 10^{11}=0.6548$ eV, and

$$E_1=\frac{1.25-0.6548}{1.20}=0.496\ \text{V/nm},\qquad
E_2=\frac{1.30-0.6548}{1.08}=0.597\ \text{V/nm}.$$

These are 4.96 and 5.97 MV/cm. The voltage is $20\times0.4960+10\times0.5974=15.89$ V. This agrees with yours because the parameters suit it; it is not a test of the model. The field ratio is 1.20, whereas the permittivities would suggest $40/25=1.6$.

The displacements are $\varepsilon_1E_1=17.57$ and $\varepsilon_2E_2=13.22$ µC/cm², so

$$\sigma=13.224-17.567=-4.343\ \text{µC/cm}^2,$$

or $-2.7\times10^{13}$ elementary charges per cm². The negative sign means too few positive ions, or too many negative ones, for neutrality. Gauss's law is satisfied: the metal surface carries $+17.57$, the interface $-4.34$ and the electrolyte side $-13.22$ µC/cm², which add to zero within rounding.

If the two permittivities are exchanged while the current and hopping parameters are held fixed, the fields stay the same and $\sigma$ becomes $+10.18$ µC/cm².

### What happens to your solution

Your fields solve $\varepsilon_1E_1=\varepsilon_2E_2$ together with $E_1L_1+E_2L_2=V$. Substituting $E_2=\varepsilon_1E_1/\varepsilon_2$ gives

$$E_1=\frac{\varepsilon_2V}{\varepsilon_2L_1+\varepsilon_1L_2},\qquad
E_2=\frac{\varepsilon_1V}{\varepsilon_2L_1+\varepsilon_1L_2},$$

which are 4.415 and 7.064 MV/cm. Since each current varies as $e^{B_kE_k}$, compare with the steady state using $B_1=46.42$ and $B_2=41.78$ nm/V:

$$j_1=e^{46.42(0.4415-0.4960)}\approx0.08\ \text{mA/cm}^2,\qquad
j_2=e^{41.78(0.7064-0.5974)}\approx95\ \text{mA/cm}^2 .$$

The outer layer would remove positive charge about 1200 times faster than the inner layer supplied it. The interface therefore charges negatively, and your solution can only be momentary.

To see where this leads at fixed $V$, keep $\sigma$ in Gauss's law: $E_2=(\sigma+\varepsilon_1E_1)/\varepsilon_2$. Inserting this in the voltage condition gives

$$E_1=\frac{\varepsilon_2V-L_2\sigma}{\varepsilon_2L_1+\varepsilon_1L_2},\qquad
E_2=\frac{\varepsilon_1V+L_1\sigma}{\varepsilon_2L_1+\varepsilon_1L_2}.$$

As $\sigma$ rises, $E_1$ falls and $E_2$ rises, so $j_1-j_2$ decreases steadily. It has one zero, and $\sigma$ moves towards it from either side. Near the zero $dj_k/dE_k=B_kj$, hence

$$\frac{d\,\delta\sigma}{dt}=-\frac{B_1jL_2+B_2jL_1}{\varepsilon_2L_1+\varepsilon_1L_2}\,\delta\sigma .$$

The decay time is the inverse of the fraction, here 0.61 ms.

Charge inside a layer also disappears. A positive sheet makes the field larger on its outward side, so more current leaves than arrives; a negative sheet does the reverse. As a test, the oxide was divided into 2.5 nm cells with random charges of up to 1 µC/cm² in magnitude between them, and evolved for 30 ms at the steady-state voltage. The interface ended at $-4.343$ µC/cm², every other charge was below $10^{-5}$ µC/cm² in magnitude, and the current was 1.000 mA/cm².

### When the dielectric rule does apply

Switch on a constant total current $J$ through an uncharged film at zero field. Differentiating Gauss's law and using charge conservation gives

$$j_1+\varepsilon_1\frac{dE_1}{dt}=j_2+\varepsilon_2\frac{dE_2}{dt}=J .$$

Ionic plus displacement current is thus the same in both layers. Before the ions move appreciably, $E_k=Jt/\varepsilon_k$, which is your rule.

Within this model, where the ionic current depends only on the instantaneous field, the whole transient can be solved. Write $j_k=A_ke^{B_kE_k}$ with $A_k=J_0e^{-W_k/kT}$, and set $y=e^{-B_kE_k}$. Then

$$\frac{dy}{dt}=-B_ky\,\frac{J-A_k/y}{\varepsilon_k}
=-\frac{1}{\tau_k}\left(y-\frac{A_k}{J}\right),\qquad
\tau_k=\frac{\varepsilon_k}{B_kJ}.$$

Since $y(0)=1$,

$$E_k(t)=-\frac1{B_k}\ln\left[\frac{A_k}{J}+\left(1-\frac{A_k}{J}\right)e^{-t/\tau_k}\right].$$

Omitting backward hops leaves a spurious current $A_k$ at zero field, but $A_k/J=e^{-B_kE_k^{\rm steady}}$ is at most about $10^{-10}$ here.

The field first rises linearly, then levels off near $t_k=\varepsilon_kE_k^{\rm steady}/J$. At 1 mA/cm² this is 13.2 ms for the outer layer and 17.6 ms for the inner one. Between these times the outer layer conducts ions while the inner layer is still mostly charging as a capacitor. The difference, about 4.3 ms, multiplied by 1 mA/cm² gives the missing 4.3 µC/cm². Because each layer changes gradually from charging to conducting, part of this charge collects just outside the interval.

| Time (ms) | $E_1$ (MV/cm) | $E_2$ (MV/cm) | $\sigma$ (µC/cm²) |
|---|---|---|---|
| 5 | 1.41 | 2.26 | 0.00 |
| 14 | 3.95 | 5.92 | −0.88 |
| 16 | 4.49 | 5.97 | −2.69 |
| 20 | 4.95 | 5.97 | −4.31 |
| 40 | 4.96 | 5.97 | −4.34 |

The ratio is 1.60 at 5 ms and 1.20 at the end. Growth during these 40 ms is at most about 0.02 nm for a rough oxide density of $1.8\times10^{22}$ W ions/cm³, so fixed thicknesses are adequate here. During longer growth at constant current, the voltage rises with thickness while the steady fields and $\sigma$ remain constant, provided the layer properties do not change.

The rule also applies to fast increments on top of the steady state. If a charge $\delta Q$ per area is added before $\sigma$ can respond, $\delta E_k=\delta Q/\varepsilon_k$ and

$$\delta V=\delta Q\left(\frac{L_1}{\varepsilon_1}+\frac{L_2}{\varepsilon_2}\right).$$

This is the usual series capacitance. A total current of 1 A/cm² applied for 1 µs gives $\delta E_2/\delta E_1=1.599$, close to 1.6. The permittivities thus divide the increment, not the steady field.

### Can the steady charge vanish?

For unrelated hopping parameters it can, at one current. Put $r_k=\varepsilon_k/(qa_k)$ and require equal displacements at a current $j^*$:

$$r_1\left[W_1-kT\ln\frac{J_0}{j^*}\right]=r_2\left[W_2-kT\ln\frac{J_0}{j^*}\right].$$

Collecting the logarithms, for $r_1\ne r_2$,

$$kT\ln\frac{J_0}{j^*}=\frac{r_1W_1-r_2W_2}{r_1-r_2}.$$

Using relative permittivities, since $\varepsilon_0$ cancels, $r_1=40/1.20=33.33$ and $r_2=25/1.08=23.15$. The right side is 1.136 eV and $j^*\approx8\times10^{-12}$ A/cm², eight orders of magnitude below your current. If instead $r_1=r_2$ the logarithms cancel, and for $W_1=W_2$ the charge vanishes at every current.

At low field, $B_kE_k\ll1$, the hopping law becomes ohmic: $j=\kappa_kE_k$ with $\kappa_k=2J_0B_ke^{-W_k/kT}$. Then

$$\sigma=j\left(\frac{\varepsilon_2}{\kappa_2}-\frac{\varepsilon_1}{\kappa_1}\right).$$

The charge now vanishes only if the two layers have equal dielectric relaxation times $\varepsilon_k/\kappa_k$. The principle is the same in both limits.

### How thin is the charged sheet?

So far the current has depended on field alone. Suppose it is also proportional to the density $\rho$ of mobile positive charge, whose neutral value in layer 2 is $\rho_0$. Neglecting diffusion, constant current requires $\rho/\rho_0=e^{-u}$, where $u=B_2(E-E_2)$ and $E_2$ is the field far from the interface. Gauss's law, $\varepsilon_2\,dE/dx=\rho-\rho_0$, becomes

$$\frac{du}{dx}=\frac{e^{-u}-1}{\ell},\qquad \ell=\frac{\varepsilon_2}{\rho_0B_2}.$$

Multiplying by $e^u$ gives $d(e^u)/dx=-(e^u-1)/\ell$, so

$$e^u-1=(e^{u_0}-1)e^{-x/\ell}.$$

Here $u_0$ follows from the entry field $\varepsilon_1E_1/\varepsilon_2$. Deviations die out in the direction of ion motion, so in this continuum description, with outward-moving positive ions, the charge lies on the layer 2 side of the interface. In a real film inward-moving oxygen ions, which build the purer inner layer, also carry current. If they dominate, the same argument puts the charge on the layer 1 side, as an excess of anions rather than a depletion of cations, and the widths below do not apply.

For jumps of length $2a_2$ attempted at a rough rate $\nu=10^{13}$ s⁻¹, $J_0=2a_2\nu\rho_0$ implies $2.9\times10^{20}$ mobile ions/cm³. The region holding 90% of the charge is then 0.15 nm wide. This is less than one jump, so it should be read as "atomically thin", not as a resolved profile. At the same fields, the width varies as $1/\rho_0$. A hundredfold lower density would give 15 nm, more than the outer layer's thickness, and the neutral-layer model would fail.

### Comparison with a real film

Anodic tungsten oxide grows at fields of several MV/cm, so the model's 30 nm at 15.9 V is in a reasonable regime. The layer thicknesses, permittivities and hopping parameters are nevertheless rough choices, not measurements of your film.

One idealization is the fixed barrier top. For a cosine barrier of height $W$, the energy in the field is $(W/2)(1-\cos\theta)-qaE\theta/\pi$. Its extrema satisfy $\sin\theta=f=2qaE/(\pi W)$, and subtracting minimum from maximum gives the barrier

$$W\left(\sqrt{1-f^2}-f\arccos f\right)\approx W-qaE+\tfrac12Wf^2 .$$

The last term shows that the field lowers this barrier less effectively. At the same current the fields rise by 12–13%, to 5.57 and 6.75 MV/cm, and $\sigma$ becomes $-4.8$ µC/cm². Warming by 10 K instead lowers the original fields to 4.78 and 5.77 MV/cm.

The charge magnifies errors in both permittivities and fields because it is a difference of two larger numbers. Lowering $\varepsilon_1$ by 10% leaves the steady fields unchanged but moves $\sigma$ to $-2.6$ µC/cm², a 40% reduction in magnitude. Lowering $W_1$ by 10% instead reduces $E_1$ and moves $\sigma$ to about $-0.65$ µC/cm². You would need accurate permittivities and accurate steady fields for your film before trusting the size, or even the sign, of $\sigma$.

Electronic leakage must also be checked. For a triangular barrier, the free-electron mass and the zero-temperature formula for a metal emitter, tunnelling at $E_2$ is $2.5\times10^{-7}$ A/cm² for a 2 eV barrier, but it equals the ionic current at 1.65 eV. Thermal occupation at 300 K roughly doubles these currents, and the electrons here come from the electrolyte rather than a metal, so these are orders of magnitude only. If leakage matters, $j$ in the steady-field formula must be the ionic part of the supplied current, not the whole. In a steady state charge conservation makes the sum of ionic and electronic current the same in both layers; the ionic part alone is the same only if no electrons are consumed or released at the interface. A crude count allowing one electron doubling per 3 V multiplies the 2 eV leakage by 39, to about 1% of the ionic current. It omits feedback from holes, so it does not rule out breakdown. The tunnelling estimate also neglects image-force lowering of the barrier and is very sensitive to the electron's effective mass: the tunnelling exponent, about 32 here, scales as the square root of the mass, so with half the free-electron mass the 2 eV leakage alone would exceed the ionic current. For a real film, leakage should therefore be measured. Heating is small: 15.9 mW/cm² conducted through 0.1 mm of water gives a rise of about 0.03 K.

For your model, replace $\varepsilon_1E_1=\varepsilon_2E_2$ by $j_1(E_1)=j_2(E_2)$ and calculate $\sigma$ afterwards. The remaining values are in the numerical output below.

## Numbers as computed

```
Temperature: 300 K; kT: 0.02585 eV
Thickness inner, outer: 20, 10 nm
Relative permittivity inner, outer: 40, 25
Hopping barrier inner, outer: 1.25, 1.30 eV
Ion charge: 6 e
Half-jump inner, outer: 0.20, 0.18 nm
Prefactor J0: 1.0e+08 A/cm2
Ionic current: 1.0 mA/cm2
kT ln(J0/j): 0.6548 eV
B inner, outer: 46.42, 41.78 nm/V
Steady E inner, outer: 4.960, 5.974 MV/cm
Steady field ratio outer/inner: 1.204
Oxide voltage: 15.894 V
eps*E inner, outer: 17.567, 13.224 uC/cm2
Interfacial charge: -4.343 uC/cm2
Same as number density: -2.711e+13 e/cm2
Guessed E inner, outer: 4.415, 7.064 MV/cm
Guess: current inner 0.0797 mA/cm2
Guess: current outer 94.97 mA/cm2
Guess: current ratio outer/inner 1192
Chain: final interface charge -4.343 uC/cm2
Chain: final current 1.0000 mA/cm2
tau inner, outer: 0.763, 0.530 ms
tau at fixed voltage: 0.613 ms
Switch-on: t (ms), E1, E2 (MV/cm), sigma (uC/cm2)
     5  1.412  2.259  -0.000
    10  2.824  4.517  -0.001
    14  3.951  5.924  -0.879
    16  4.492  5.973  -2.687
    18  4.863  5.974  -4.000
    20  4.951  5.974  -4.312
    40  4.960  5.974  -4.343
Permittivities exchanged: sigma 10.179 uC/cm2
Fast pulse (1 A/cm2, 1 us): dE2/dE1 = 1.599
Zero-charge current: 8.13e-12 A/cm2
Attempt frequency: 1e+13 1/s
Implied mobile-ion density, outer: 2.89e+20 1/cm3
Width holding 90% of sigma: 0.152 nm
Cosine barrier: E1, E2 = 5.570, 6.750 MV/cm
Cosine barrier: sigma -4.785 uC/cm2
Inner permittivity 10% lower: sigma -2.586 uC/cm2
10 K warmer: E1, E2 = 4.778, 5.772 MV/cm
10 K warmer: sigma -4.146 uC/cm2
Back/forward hops inner, outer: 1.0e-20, 2.1e-22
Rough W-ion density in oxide: 1.8e+22 1/cm3
Growth in 40 ms, upper bound: 0.0231 nm
Tunnelling, 2 eV barrier: 2.5e-07 A/cm2
Barrier for tunnelling = ionic current: 1.65 eV
Electron multiplication 2^(V/3 V): 39
Multiplied leak / ionic current: 9.8e-03
Heat: 15.9 mW/cm2; 0.1 mm water rise: 0.026 K
```
